# Infrared absorption from classical dipole correlations with the harmonic quantum correction

## What dimensions and symmetry fix

A sample of volume $V$ and total dipole $\mathbf M$ absorbs light of angular frequency $\omega$ with power coefficient $\alpha$; its refractive index is $n$. A classical trajectory supplies

$$S_{cl}(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle\mathbf M(t)\cdot\mathbf M(0)\rangle_{cl},$$

with unit C² m² s. Absorption linear in intensity is quadratic in $\mathbf M$, hence linear in $S_{cl}$. Field energy and flux bring in $1/(\epsilon_0c)$, and $\alpha$ is per unit volume. Classical linear response adds $1/kT$ and no $\hbar$. The quotient $S_{cl}/(\epsilon_0VckT)$ has unit s²/m, so an inverse length needs $\omega^2$:

$$n\alpha=a\,\frac{\omega^2S_{cl}(\omega)}{\epsilon_0VckT}.$$

In an isotropic sample one field direction sees a third of $S_{cl}$, so $a$ contains $1/3$; the derivation gives $a=1/6$. Quantum mechanics permits a further factor depending on $x=\hbar\omega/kT$. For a quadratic potential and a dipole linear in the coordinates, that factor is 1, as shown below.

SI units are used in derivations, and $\omega>0$ denotes absorption. $\mathbf M$ responds to the macroscopic field, as it does in a periodic simulation with conducting boundary conditions.

## The quantum absorption formula

Let the field along $z$ be $E_0\cos\omega t$, with perturbation $-M_zE_0\cos\omega t$. Each exponential in the cosine has amplitude $E_0/2$. With $\omega_{mn}=(E_m-E_n)/\hbar$ and populations $p_n$, the golden rule gives the rate from $n$ to $m$,

$$W_{mn}=\frac{\pi E_0^2}{2\hbar^2}|M^z_{mn}|^2[\delta(\omega_{mn}-\omega)+\delta(\omega_{mn}+\omega)].$$

Each transition takes up $\hbar\omega_{mn}$, which is $+\hbar\omega$ in the first term and $-\hbar\omega$ in the second. The absorbed power is therefore

$$P=\frac{\pi E_0^2\omega}{2\hbar}\sum_{nm}p_n|M^z_{mn}|^2[\delta(\omega_{mn}-\omega)-\delta(\omega_{mn}+\omega)].$$

The thermal correlation function is $\langle M_z(t)M_z(0)\rangle=\sum p_n|M^z_{mn}|^2e^{-i\omega_{mn}t}$. Its transform is $S_{zz}(\omega)=2\pi\sum p_n|M^z_{mn}|^2\delta(\omega-\omega_{mn})$, so

$$P=\frac{E_0^2\omega}{4\hbar}[S_{zz}(\omega)-S_{zz}(-\omega)].$$

Exchanging the labels $n,m$ in $S_{zz}(-\omega)$ replaces $p_n$ by $p_m=p_ne^{-x}$ in the sum for $S_{zz}(\omega)$. This is detailed balance, $S_{zz}(-\omega)=e^{-x}S_{zz}(\omega)$. Dividing $P/V$ by the flux $\tfrac12n\epsilon_0cE_0^2$ and setting $S_{zz}=S/3$ gives

$$n\alpha=\frac{\omega(1-e^{-x})S(\omega)}{6\epsilon_0Vc\hbar}.\tag{1}$$

## The harmonic oscillator fixes the factor

Take $M=qu$, with displacement $u$, mass $m$ and frequency $\omega_0$. Classically $u(t)=u_0\cos\omega_0t+(v_0/\omega_0)\sin\omega_0t$. Since $\langle u_0v_0\rangle=0$ and $\langle u_0^2\rangle=kT/m\omega_0^2$,

$$C(t)=\frac{q^2kT}{m\omega_0^2}\cos\omega_0t,\qquad S_{cl}=\frac{\pi q^2kT}{m\omega_0^2}[\delta(\omega-\omega_0)+\delta(\omega+\omega_0)].$$

For the quantum oscillator, $|u_{n+1,n}|^2=(n+1)\hbar/2m\omega_0$ and $\sum p_n(n+1)=1/(1-e^{-x_0})$, where $x_0=\hbar\omega_0/kT$. The weight of $S$ at $+\omega_0$ is $\pi q^2\hbar/[m\omega_0(1-e^{-x_0})]$. Its ratio to the classical weight is the harmonic correction factor

$$Q(x)=\frac{x}{1-e^{-x}}\tag{2}$$

at $x=x_0$. Putting $S=QS_{cl}$ into (1) cancels the bracket, and $x$ cancels $\hbar$:

$$\boxed{n\alpha=\frac{\omega^2S_{cl}(\omega)}{6\epsilon_0VckT}}\tag{3}$$

For $N$ randomly oriented, independent oscillators per volume, the line at $+\omega_0$ integrates to

$$\int_0^\infty n\alpha\,d\omega=\frac{\pi Nq^2}{6\epsilon_0cm}.\tag{4}$$

Neither $T$ nor $\hbar$ remains. A higher temperature increases stimulated emission as much as it increases the total of upward transitions: they are proportional to $\sum p_nn$ and $\sum p_n(n+1)$, which always differ by 1.

Any system with a quadratic potential separates into normal modes. If $\mathbf M$ is linear in the coordinates it is a sum over modes, and correlations between different modes vanish in both ensembles. Each mode then carries $Q$ at its own frequency, so (3) holds for the whole spectrum. This includes an oscillator damped by linear coupling to a dense harmonic bath. With 800 bath oscillators extending to $20\omega_0$, the normalized classical velocity correlation differed from the Langevin form by at most 0.012 up to $t=60/\omega_0$.

## The damped reference spectrum

For Langevin damping $\gamma$, the correlation at $t>0$ obeys $\ddot C+\gamma\dot C+\omega_0^2C=0$, with $C(0)=C_0=q^2kT/m\omega_0^2$ and $\dot C(0)=0$. Let $G=\int_0^\infty e^{i\omega t}C\,dt$. Partial integration turns $\dot C$ into $-C_0-i\omega G$ and $\ddot C$ into $i\omega C_0-\omega^2G$. Hence

$$G=C_0\frac{\gamma-i\omega}{\omega_0^2-\omega^2-i\gamma\omega}.$$

After multiplication by the conjugate denominator, the real part of the numerator is $\gamma(\omega_0^2-\omega^2)+\gamma\omega^2=\gamma\omega_0^2$. Since $S_{cl}=2\,\mathrm{Re}\,G$, equation (3) gives

$$n\alpha=\frac{\Omega^2}{c}\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2},\qquad\Omega^2=\frac{Nq^2}{3\epsilon_0m}.\tag{5}$$

This is $\omega\epsilon''/c$ for the permittivity $\epsilon=\epsilon_\infty+\Omega^2/(\omega_0^2-\omega^2-i\gamma\omega)$. The band adds $\Delta\epsilon=\Omega^2/\omega_0^2$ to the static dielectric constant.

## Scheme

```
input: dipole series M[r][i], replicas r, samples i = 0..Ns-1,
       spacing dt, volume V, temperature T, L lags (L < Ns)
for each replica and Cartesian component:
    subtract the ensemble mean of M
    F = FFT of the series padded with zeros to length 2*Ns
    add |F|^2 to power; average over replicas, sum over components
C[j] = inverseFFT(power)[j] / (Ns - j)          for j < L
w[j] = cos^2(pi*j / (2*L))
for each wanted omega:
    S = dt * (2*sum_j w[j]*C[j]*cos(omega*j*dt) - C[0])
    n_alpha = omega^2 * S / (6*eps0*V*c*k*T)
repeat over blocks of replicas for the standard error
```

The padding prevents the end of a series from correlating with its beginning. The term $-C[0]$ counts zero lag once, while positive and negative lags are both included.

Do not multiply by $Q$ afterwards: it is already contained in (3). If the dipole velocity is available, use $\omega^2S_M=S_{\dot M}$, which follows from two partial integrations. This is preferable in a periodic cell, where a particle crossing the boundary makes a wrapped dipole jump.

**Cost.** The correlation takes $O(N_s\log N_s)$ operations per component and replica. The direct cosine sum takes $O(KL)$ for $K$ frequencies.

**Stability and time step.** Undamped Verlet integration with step $h$ gives an oscillator the frequency $\omega'$ defined by $\sin(\omega'h/2)=\omega_0h/2$. It requires $\omega_0h<2$, and for small steps $\omega'\approx\omega_0(1+\omega_0^2h^2/24)$. At 1050 cm⁻¹ and $h=0.5$ fs, $\omega_0h\approx0.10$ and the line moves up by about 0.4 cm⁻¹. Sampling must also resolve the highest frequency present, $\omega_{max}\,dt<\pi$.

**Window bias.** For short lags the window is $1-(\pi t/2T_w)^2$, where $T_w=L\,dt$. Near the centre of a narrow line the correlation envelope is $e^{-\gamma t/2}$, for which the mean of $t^2$ is $8/\gamma^2$. The peak is therefore lowered by the fraction $2\pi^2/(\gamma T_w)^2$.

**Noise.** For Gaussian fluctuations each raw spectral bin has relative variance 1. The window averages neighbouring bins, and Parseval's theorem gives the remaining relative variance as $\int w^2dt/T_{tot}=3T_w/4T_{tot}$, for one dipole component with total sampled time $T_{tot}$, a window much shorter than each series and a spectrum smooth on the scale of the window. If the window covers much of a series, the smaller number of products at long lags raises the noise somewhat. A longer window reduces bias and increases noise.

## Worked example: a low-k film band

The parameters are rough values in the regime of the Si–O–Si asymmetric stretch of a porous organosilicate dielectric: centre 1050 cm⁻¹, full width 60 cm⁻¹, $q=3e$, $m=10$ u, $N=15$ nm⁻³, $\epsilon_\infty=2.0$, thickness 300 nm and $T=300$ K.

Here $x_0=5.036$, so $Q=5.036/(1-e^{-5.036})=5.069$. Diagonalizing the oscillator on a grid, without ladder formulas, gives the same ratio of quantum to classical line weight, 5.069. Dividing (4) by $2\pi c$ converts the integral to wavenumber:

$$\int n\alpha\,d\tilde\nu=\frac{Nq^2}{12\epsilon_0c^2m}=2.185\times10^6\ \mathrm{cm^{-2}}.$$

The sum over numerically diagonalized quantum lines agrees to the printed digits. The band contributes $\Delta\epsilon=0.201$. At the centre, (5) reduces to $\Omega^2/(c\gamma)$, or $2\pi(0.2008)(1050)^2/60\approx2.32\times10^4$ cm⁻¹.

The classical run used 1000 replicas of 8192 samples, spaced by 1 fs, and a 4000 fs window. Between 500 and 2000 cm⁻¹ it gives an area of $(2.137\pm0.009)\times10^6$ cm⁻², against $2.130\times10^6$ cm⁻² from (5). The difference is 0.35% of the latter and less than one standard error. The rest of the full integral, 2.6%, lies outside this range.

At 1050 cm⁻¹ the run gives 23430 cm⁻¹ and the reference 23188 cm⁻¹, a difference of 1.0%. The largest deviation on the frequency grid is 4.4% of the reference peak. The estimates above give 1.9% for the noise (one standard deviation), which is slightly low because the window covers about half of each series, and 1% for the window bias. The run lies below the reference at 950 and 1000 cm⁻¹ and above it at 1100 and 1150 cm⁻¹. An upward line shift has this sign pattern, but the noise is too large to establish the time step as its cause.

## Why detailed balance is not enough

The factors $2/(1+e^{-x})$, called standard, and $e^{x/2}$, called Schofield, also satisfy $Q(x)/Q(-x)=e^x$. Dividing each by (2) gives its intensity relative to the exact harmonic result: $\tanh(x/2)/(x/2)$ and $\sinh(x/2)/(x/2)$. Setting $S=S_{cl}$ in (1) without a factor violates detailed balance and gives $(1-e^{-x})/x$.

| Choice | 300 K | 673 K |
|---|---:|---:|
| No factor | 0.197 | 0.398 |
| Standard | 0.392 | 0.720 |
| Schofield | 2.447 | 1.224 |
| Harmonic | 1.000 | 1.000 |

All choices agree as $x\to0$. At a 400 °C anneal, $x_0=2.24$ is still not small. With $N$, $q$, $m$ and $\omega_0$ held fixed, the standard factor would make the band grow by the factor $0.720/0.392=1.84$ on heating from 300 K, although the exact model intensity is constant. Such growth could be misread as a change in bond density.

A related failure arises when the trajectory already contains zero-point motion. For the harmonic band, the quantum rms displacement is 0.00403 nm and the classical one 0.00253 nm. Since intensity in (3) scales with the square, feeding it a quantum-energy ensemble would overestimate absorption by the ratio of mean squares, $(x_0/2)\coth(x_0/2)=2.55$.

## What survives anharmonicity

Consider one coordinate in a confining potential, with dipole $M(u)$ along a fixed axis and $M'=dM/du$. By detailed balance, integrating (1) over positive frequencies gives

$$\int_0^\infty n\alpha\,d\omega=\frac{1}{6\epsilon_0Vc\hbar}\int_{-\infty}^{\infty}\omega S\,d\omega=\frac{\pi}{3\epsilon_0Vc\hbar}\sum_{nm}p_n\omega_{mn}|M_{mn}|^2.$$

The sum equals $\langle[M,[H,M]]\rangle/2\hbar$. Only the kinetic energy fails to commute with $M$: $[H,M]=-(i\hbar/2m)(pM'+M'p)$, and then $[M,[H,M]]=\hbar^2M'^2/m$. The integral is thus $\pi\langle M'^2\rangle/(6\epsilon_0Vcm)$, with a quantum average.

On the classical side, $\int_0^\infty\omega^2S_{cl}\,d\omega=\pi\langle\dot M^2\rangle$. Because $\dot M=M'v$ and $\langle v^2\rangle=kT/m$ independently of position, (3) gives the same expression with a classical average. For linear $M$ the two totals agree in any such potential. For nonlinear $M$ they generally differ. With $M=q(u-u^3/3\ell^2)$, $\ell=0.1$ nm and the harmonic potential of the example at 300 K, the totals relative to the linear case are 0.9968 (quantum) and 0.9987 (classical), so the total from (3) is too large by 0.2%. Individual lines fare worse: the weak overtone that the cubic term produces at $3\omega_0$ is about 8.6 times stronger in the quantum spectrum than (3) gives.

The distribution over frequency is less well protected. Take $U=D\tanh^2(\kappa u)$ with $D=6$ eV and $m\omega_0^2=2D\kappa^2$. This well has a finite depth, but $D\approx232\,kT$ at 300 K, so only bound motion is considered. Its quartic term is $-\tfrac23D\kappa^4u^4$. The average of $u^4$ rises by $3(\hbar/m\omega_0)^2$ from level 0 to level 1, so to first order the line shifts by

$$\frac{\delta\omega_{01}}{\omega_0}=-\frac{2D\kappa^4\hbar}{m^2\omega_0^3}=-\frac{\hbar\omega_0}{2D}.$$

A classical orbit of energy $E$ has action $J=E/\omega_0$ and mean $u^4=\tfrac32J^2/(m\omega_0)^2$. Differentiating the quartic energy with respect to $J$ gives $\delta\omega/\omega_0=-E/2D$. The intensity weights orbits by $E$, whose weighted mean is $\langle E^2\rangle/\langle E\rangle=2kT$, so the classical band shifts by $-kT/D$. The quantum shift is larger by the factor $x_0/2\approx2.5$. Diagonalization gives $-11.4$ cm⁻¹ for the 0–1 line and $-11.5$ cm⁻¹ for the band mean; classical orbits give $-4.5$ cm⁻¹. This line is undamped and narrow, and the correction factors compared above vary too slowly across it to supply the missing 7 cm⁻¹.

## From $n\alpha$ to a film measurement

At the band centre the index is 1.738, not $\sqrt{\epsilon_\infty}=1.414$. The absorption coefficient is 13339 cm⁻¹, whereas a constant index would give 16396 cm⁻¹, 23% too much. The index falls through the resonance, which moves the maximum of $\alpha$ to 1060 cm⁻¹.

Multiplying $\alpha$ by the thickness gives 0.400, but a free-standing film at normal incidence has $-\ln(T_f/T_{f,0})=0.588$, where $T_f$ is its transmission and $T_{f,0}$ that of the same film without the band. A film much thinner than the wavelength acts as a current sheet. With $k_0=\omega/c$, continuity of the electric field gives $1+r=t$, and the magnetic-field jump gives $1-r-t=-ik_0d(\epsilon-1)t$. Therefore $t=[1-ik_0d(\epsilon-1)/2]^{-1}$. At the centre $k_0d\epsilon''=n\alpha d=0.696$. Neglecting the small imaginary part of the denominator, the logarithm is $2\ln(1+0.348)=0.60$, close to the full result. A thin free-standing film therefore responds more nearly to $n\alpha$ than to $\alpha$. On a substrate of index $n_s$ the same argument gives $2n\alpha d/(1+n_s)$ in the thin limit, so the line shape still follows $n\alpha$ but the magnitude is smaller. For the 300 nm film on a silicon half-space ($n_s=3.42$) the logarithm at the centre is 0.30, below $\alpha d$.

If $q$ and $\omega_0$ were bare local quantities, the Clausius–Mossotti relation would replace $\omega_0^2$ by $\omega_0^2-\Omega^2(\epsilon_\infty+2)/9$ and multiply the strength by $[(\epsilon_\infty+2)/3]^2$. For these numbers that means a shift of $-48$ cm⁻¹ and a factor 1.78. Effective parameters already include both, and adding them again would be an error.

In real organosilicate films the Si–O–Si band is a superposition of contributions from different bond angles and can be broader than the 60 cm⁻¹ assumed here. The model's single homogeneous line leaves this structure out. At fixed integrated strength the peak of $n\alpha$ scales inversely with width for a Lorentzian band, so a width of 120 cm⁻¹ would halve it. Films on silicon also need the substrate in the optical calculation. The values above therefore describe a model band; a prediction for a particular film needs its own dipole trajectory, density and optical stack. The complete set of values is in the numerical output.

## Numbers as computed

```
band centre 1050 cm^-1, full width 60 cm^-1
charge 3.0 e, mode mass 10.0 u, density 15.0 nm^-3
eps_inf 2.0, film thickness 300 nm
temperatures 300 K and 673.15 K
x = hbar w0/kT: 5.0357 at 300 K, 2.2442 hot
Q needed, from diagonalization: 5.0687 at 300 K, 2.5104 hot
Q harmonic formula: 5.0687 at 300 K, 2.5104 hot
intensity / exact quantum intensity (300 K, hot):
  no factor: 0.1973, 0.3983
  standard: 0.3920, 0.7203
  Schofield: 2.4468, 1.2235
  harmonic: 1.0000, 1.0000
integrated n*alpha, quantum lines: 2.1854e+06 cm^-2
integrated n*alpha, closed formula: 2.1854e+06 cm^-2
integrated n*alpha, damped band: 2.1854e+06 cm^-2
band contribution to static dielectric constant: 0.2008
trajectories: 1000 replicas, 8192 samples each
time step 0.5 fs, sampling 1.0 fs, window 4000 fs
rms displacement: classical run 0.00253 nm, quantum 0.00403 nm
area 500-2000 cm^-1, trajectories: 2.1370e+06 cm^-2
  its standard error from 10 blocks: 8.5e+03 cm^-2
area 500-2000 cm^-1, exact: 2.1296e+06 cm^-2
n*alpha (cm^-1), trajectories and exact:
  at 950 cm^-1: 1668, 1742
  at 1000 cm^-1: 5823, 5918
  at 1050 cm^-1: 23430, 23188
  at 1100 cm^-1: 6485, 6348
  at 1150 cm^-1: 2099, 2077
largest deviation / exact peak: 4.35 %
pulse energy gain / golden-rule value: 1.000000
largest bath-Langevin correlation difference: 0.0117
anharmonic well depth: 6.0 eV
total intensity / harmonic: quantum 1.000000, classical 1.000000
anharmonic 0-1 line shift: -11.38 cm^-1
band mean shift: quantum -11.53 cm^-1, classical -4.54 cm^-1
nonlinear dipole length: 0.1 nm
total intensity / linear: quantum 0.99675, classical 0.99873
index at band centre: 1.7384; sqrt(eps_inf): 1.4142
alpha at centre: actual index 13339 cm^-1, constant index 16396 cm^-1
maximum of alpha at 1060.0 cm^-1
alpha*d at centre: 0.4002
-ln(T/T_lossless), free-standing film: 0.5881
local field, if parameters were bare: shift -48.0 cm^-1
local field, if parameters were bare: intensity factor 1.7778
```
